# Variational transition-state theory as an upper bound on the classical rate: verification in Python

```python
"""Variational transition-state theory for a classical hop.

Result under test: the one-way equilibrium flux through any complete dividing
surface is at least the true A -> B flux, so the surface of least flux gives
the best bound.

Model: a point mass (an O2 molecule) moves in
    V(x, r) = E_b (1 - x^2/a^2)^2 + K(x) r^2 / 2,   r^2 = y^2 + z^2,
    K(x) = K_cage + K_ring exp(-(x - x_ring)^2 / (2 w^2)).
A is x <= x_A, B is x >= x_B. The reactant partition function covers x < 0.
Surfaces: x = c + d (1 - exp(-r^2/b^2)); d = 0 is a plane.
Units inside the program: nm, ps, eV, K; mass in eV ps^2/nm^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(20)
k_B = const.k / const.e
hbar = const.hbar / const.e * 1e12
mass_u = 32.0
mass = mass_u * const.atomic_mass * 1e6 / const.e
T = 1273.15
kT = k_B * T
E_b, a = 1.0, 0.25
K_cage, K_ring, x_ring, w = 20.0, 200.0, 0.08, 0.04
x_A, x_B, b = -0.10, 0.20, 0.05
dt = 0.002
r_grid = np.linspace(1e-7, 0.6, 6001)


def axis_energy(x):
    return E_b * (1 - x**2 / a**2)**2


def stiffness(x):
    return K_cage + K_ring * np.exp(-(x - x_ring)**2 / (2 * w**2))


def potential(x, r):
    return axis_energy(x) + 0.5 * stiffness(x) * r**2


def force(q):
    x = q[0]
    ring = K_ring * np.exp(-(x - x_ring)**2 / (2 * w**2))
    r2 = q[1]**2 + q[2]**2
    fx = 4 * E_b * x / a**2 * (1 - x**2 / a**2)
    fx = fx + 0.5 * ring * (x - x_ring) / w**2 * r2
    return np.array([fx, -(K_cage + ring) * q[1], -(K_cage + ring) * q[2]])


def reactant_integral(temp):
    t = k_B * temp
    return quad(lambda x: np.exp(-axis_energy(x) / t) * 2 * np.pi * t
                / stiffness(x), -0.7, 0.0, points=[-a], epsabs=1e-14)[0]


Q_R = reactant_integral(T)


def plane_rate(x, temp=T, norm=None):
    """Closed form for a plane at x, in 1/ps."""
    t = k_B * temp
    norm = Q_R if norm is None else norm
    return (np.sqrt(t / (2 * np.pi * mass)) * np.exp(-axis_energy(x) / t)
            * 2 * np.pi * t / stiffness(x) / norm)


def height(r, surf):
    return surf[0] + surf[1] * (1 - np.exp(-r**2 / b**2))


def slope(r, surf):
    return 2 * surf[1] * r / b**2 * np.exp(-r**2 / b**2)


def rate_from_profile(f, df):
    """Surface integral over x = f(r), by quadrature, in 1/ps."""
    area = 2 * np.pi * r_grid * np.sqrt(1 + df**2)
    integral = simpson(area * np.exp(-potential(f, r_grid) / kT), x=r_grid)
    return np.sqrt(kT / (2 * np.pi * mass)) * integral / Q_R


def surface_rate(surf):
    return rate_from_profile(height(r_grid, surf), slope(r_grid, surf))


def sample_crossings(surf, n):
    """Equilibrium forward crossings of a surface, weighted by flux."""
    f, df = height(r_grid, surf), slope(r_grid, surf)
    dens = r_grid * np.sqrt(1 + df**2) * np.exp(-potential(f, r_grid) / kT)
    cdf = np.concatenate([[0.0], np.cumsum(0.5 * (dens[1:] + dens[:-1]))])
    r = np.interp(rng.random(n), cdf / cdf[-1], r_grid)
    phi = 2 * np.pi * rng.random(n)
    q = np.array([height(r, surf), r * np.cos(phi), r * np.sin(phi)])
    s = slope(r, surf)
    normal = np.array([np.ones(n), -s * np.cos(phi), -s * np.sin(phi)])
    normal /= np.sqrt(1 + s**2)
    v_th = np.sqrt(kT / mass)
    v = v_th * rng.standard_normal((3, n))
    v_n = v_th * np.sqrt(-2 * np.log(1 - rng.random(n)))
    v += (v_n - np.sum(v * normal, axis=0)) * normal
    return q, v


def total_energy(q, v):
    return (potential(q[0], np.hypot(q[1], q[2]))
            + 0.5 * mass * np.sum(v**2, axis=0))


def propagate(q, v, surf, side):
    """Run to A (-1) or B (+1); count returns to the initial side."""
    q, v = q.copy(), v.copy()
    n = q.shape[1]
    idx, last = np.arange(n), np.full(n, side)
    end, returns, drift = np.zeros(n, int), np.zeros(n, int), np.zeros(n)
    e0 = total_energy(q, v)
    f = force(q)
    for _ in range(8000):
        v += 0.5 * dt * f / mass
        q += dt * v
        f = force(q)
        v += 0.5 * dt * f / mass
        now = np.where(q[0] > height(np.hypot(q[1], q[2]), surf), 1, -1)
        returns[idx] += (now == side) & (last == -side)
        last = now
        out = (q[0] <= x_A) | (q[0] >= x_B)
        if out.any():
            end[idx[out]] = np.where(q[0][out] >= x_B, 1, -1)
            drift[idx[out]] = total_energy(q[:, out], v[:, out]) - e0[idx[out]]
            keep = ~out
            q, v, f = q[:, keep], v[:, keep], f[:, keep]
            idx, last = idx[keep], last[keep]
            if idx.size == 0:
                break
    assert idx.size == 0, "a trajectory did not finish"
    assert np.mean(np.abs(drift)) < 2e-3, "energy is not conserved"
    return end, returns


def true_rate_from(surf, n):
    """True rate from trajectories through a surface, by two counting rules."""
    q, v = sample_crossings(surf, n)
    future, ret_f = propagate(q, v, surf, 1)
    past, ret_b = propagate(q, -v, surf, -1)
    n_forward = 1 + ret_f + ret_b
    reactive = (past == -1) & (future == 1)
    by_count = reactive / n_forward
    by_net = (future == 1).astype(float) - (past == 1)
    diff = by_count - by_net
    assert abs(diff.mean()) < 4 * diff.std() / np.sqrt(n) + 1e-4
    rate = surface_rate(surf)
    shares = {"AA": np.mean((past == -1) & (future == -1)),
              "BB": np.mean((past == 1) & (future == 1)),
              "BA": np.mean((past == 1) & (future == -1)),
              "AB repeats": np.mean(reactive * (1 - 1 / n_forward))}
    return (rate * by_count.mean(), rate * by_count.std() / np.sqrt(n),
            by_count.mean(), by_net.mean(), shares)


# --- flux formula: velocity average and plane integral from quadrature
v_th = np.sqrt(kT / mass)
mean_forward = quad(lambda v: v * np.exp(-v**2 / (2 * v_th**2))
                    / (v_th * np.sqrt(2 * np.pi)), 0, 12 * v_th)[0]
assert abs(mean_forward / np.sqrt(kT / (2 * np.pi * mass)) - 1) < 1e-7
for x in (-0.05, 0.0, 0.06):
    assert abs(surface_rate((x, 0.0)) / plane_rate(x) - 1) < 1e-6

# --- first variation of the surface integral against finite differences
trial = (0.02, 0.03)
f0, s0 = height(r_grid, trial), slope(r_grid, trial)
gauss = np.exp(-r_grid**2 / b**2)
s1 = 2 * trial[1] / b**2 * gauss * (1 - 2 * r_grid**2 / b**2)
bump = np.exp(-(r_grid / 0.04)**2)
dbump = -2 * r_grid / 0.04**2 * bump
h = 1e-5
numeric = (rate_from_profile(f0 + h * bump, s0 + h * dbump)
           - rate_from_profile(f0 - h * bump, s0 - h * dbump)) / (2 * h)
root = np.sqrt(1 + s0**2)
div_n = -(s1 / root**3 + s0 / (r_grid * root))
F = force(np.array([f0, r_grid, 0 * r_grid]))
n_grad_V = (-F[0] + s0 * F[1]) / root
integrand = (2 * np.pi * r_grid * bump * (div_n - n_grad_V / kT)
             * np.exp(-potential(f0, r_grid) / kT))
formula = (np.sqrt(kT / (2 * np.pi * mass))
           * simpson(integrand, x=r_grid) / Q_R)
assert abs(numeric / formula - 1) < 1e-4

# --- best plane and best curved surface
def best_plane(temp):
    norm = reactant_integral(temp)
    x = minimize_scalar(lambda s: np.log(plane_rate(s, temp, norm)),
                        bounds=(-0.05, 0.12), method="bounded",
                        options={"xatol": 1e-9}).x
    return x, plane_rate(0.0, temp, norm) / plane_rate(x, temp, norm)


x_best, over_plane = best_plane(T)
dV0 = -4 * E_b * x_best / a**2 * (1 - x_best**2 / a**2)
dK = -(stiffness(x_best) - K_cage) * (x_best - x_ring) / w**2
assert abs(dV0 + kT * dK / stiffness(x_best)) < 1e-4 * abs(dV0)
fit = minimize(lambda p: np.log(surface_rate(p)), [x_best, 0.01],
               method="Nelder-Mead", options={"xatol": 1e-6, "fatol": 1e-9})
curved = tuple(fit.x)
assert x_A < min(curved[0], sum(curved)) and max(curved[0], sum(curved)) < x_B
k_saddle, k_plane = plane_rate(0.0), plane_rate(x_best)
k_curved = surface_rate(curved)

# --- true rate from three surfaces and by direct launch from the edge of A
n_traj = 30000
runs = {"saddle plane": true_rate_from((0.0, 0.0), n_traj),
        "best plane": true_rate_from((x_best, 0.0), n_traj),
        "curved surface": true_rate_from(curved, n_traj)}
n_direct = 150000
q, v = sample_crossings((x_A, 0.0), n_direct)
able = total_energy(q, v) > E_b      # the others cannot pass the saddle
ends, _ = propagate(q[:, able], v[:, able], (x_A, 0.0), 1)
hits = np.sum(ends == 1)
p_hit = hits / n_direct
k_direct = plane_rate(x_A) * p_hit
err_direct = k_direct * np.sqrt((1 - p_hit) / hits)
k_true, err_true = runs["curved surface"][:2]
for run in runs.values():
    assert abs(run[0] - k_true) < 4 * np.hypot(run[1], err_true)
    assert abs(run[0] - k_direct) < 4 * np.hypot(run[1], err_direct)
# bound, with the true rate taken from launches independent of the surface
assert k_direct + 3 * err_direct < k_saddle
k_ind, err_ind = runs["saddle plane"][:2]
assert k_ind < k_plane + 3 * err_ind
assert k_ind < k_curved + 3 * err_ind

# --- an incomplete surface: a disc cut from the best plane
r_disc = 0.02
disc = quad(lambda r: 2 * np.pi * r * np.exp(-potential(x_best, r) / kT),
            0, r_disc)[0]
k_disc = np.sqrt(kT / (2 * np.pi * mass)) * disc / Q_R
assert k_disc < k_direct - 3 * err_direct

# --- neglected effects
step = 1e-3
G = [-kT * np.log(plane_rate(x_best + j * step)) for j in (-1, 0, 1)]
omega = np.sqrt(-(G[0] - 2 * G[1] + G[2]) / step**2 / mass)
wigner = 1 + (hbar * omega / kT)**2 / 24


def quantum_factor(K):
    u = hbar * np.sqrt(K / mass) / kT
    return (u / 2) / np.sinh(u / 2)


vibration = (quantum_factor(stiffness(x_best))**2
             / quantum_factor(8 * E_b / a**2) / quantum_factor(K_cage)**2)
gamma = 5.0
lam = -gamma / 2 + np.sqrt(gamma**2 / 4 + omega**2)
friction = lam / omega
n_l, h_l = 20000, 0.02 / omega
speed = np.sqrt(-2 * np.log(1 - rng.random(n_l)))
vel, pos = np.concatenate([speed, -speed]), np.zeros(2 * n_l)
for _ in range(int(8 / (lam * h_l))):
    vel += ((omega**2 * pos - gamma * vel) * h_l
            + np.sqrt(2 * gamma * h_l) * rng.standard_normal(2 * n_l))
    pos += vel * h_l
friction_sim = np.mean(pos[:n_l] > 0) - np.mean(pos[n_l:] > 0)
# time step error is of order omega * h_l = 0.02
assert abs(friction_sim - friction) < 0.025
loss = 8 / 3 * gamma * a * np.sqrt(mass * E_b)
loss_quad = 2 * gamma * mass * quad(
    lambda x: np.sqrt(max(0.0, 2 * (E_b - axis_energy(x)) / mass)),
    0, np.sqrt(2) * a)[0]
assert abs(loss / loss_quad - 1) < 1e-5
E_turn, spread = 1.0, 0.10
rotation = quad(lambda c: np.exp(-E_turn * (1 - c**2) / kT), 0, 1)[0]
disorder = np.exp((spread / kT)**2 / 2)
disorder_quad = quad(lambda e: np.exp(-e / kT - e**2 / (2 * spread**2))
                     / (spread * np.sqrt(2 * np.pi)), -1.2, 1.2)[0]
assert abs(disorder / disorder_quad - 1) < 1e-6

# --- report
print(f"T = {T:.2f} K, kT = {kT:.5f} eV, mass = {mass_u:.1f} u")
print(f"barrier E_b = {E_b:.2f} eV, half cage distance a = {a:.2f} nm")
print(f"K_cage = {K_cage:.0f}, K_ring = {K_ring:.0f} eV/nm^2")
print(f"x_ring = {x_ring:.2f} nm, ring width w = {w:.2f} nm")
print(f"x_A = {x_A:.2f} nm, x_B = {x_B:.2f} nm, b = {b:.2f} nm")
print(f"mean forward velocity <v theta(v)> = {mean_forward:.4f} nm/ps")
print(f"reactant integral Q_R = {Q_R:.4e} nm^3")
print(f"K at saddle = {stiffness(0.0):.2f} eV/nm^2")
print(f"K at best plane = {stiffness(x_best):.2f} eV/nm^2")
print(f"V0 at best plane = {axis_energy(x_best):.4f} eV")
print(f"first variation: numeric {numeric:.5e}, formula {formula:.5e} 1/(ps nm)")
print(f"best plane at x = {x_best:.4f} nm")
print(f"curved surface: c = {curved[0]:.4f} nm, d = {curved[1]:.4f} nm")
print(f"TST rate, saddle plane   = {k_saddle*1e12:.4e} 1/s")
print(f"TST rate, best plane     = {k_plane*1e12:.4e} 1/s")
print(f"TST rate, curved surface = {k_curved*1e12:.4e} 1/s")
for name, run in runs.items():
    print(f"true rate via {name} = {run[0]*1e12:.4e} +- {run[1]*1e12:.1e} 1/s")
    print(f"  true/TST: by 1/n+ {run[2]:.4f}, by net count {run[3]:.4f}")
    print("  excess shares: " + ", ".join(
        f"{key} {val:.4f}" for key, val in run[4].items()))
print(f"direct launches from A: {n_direct}, reaching B: {hits}")
print(f"true rate, direct = {k_direct*1e12:.4e} +- {err_direct*1e12:.1e} 1/s")
print(f"trajectories per surface = {n_traj}, time step = {dt*1e3:.1f} fs")
print(f"TST/true: saddle {k_saddle/k_true:.3f}, plane {k_plane/k_true:.3f}, "
      f"curved {k_curved/k_true:.3f}")
print(f"disc of radius {r_disc:.2f} nm: rate {k_disc*1e12:.4e} 1/s")
for temp in (1073.15, 1273.15, 1473.15):
    x_t, ratio = best_plane(temp)
    print(f"T = {temp:.2f} K: best plane {x_t:.4f} nm, "
          f"saddle/best rate {ratio:.3f}")
print(f"free-energy barrier frequency = {omega:.2f} rad/ps")
print(f"Wigner tunnelling factor = {wigner:.5f}")
print(f"quantum vibration factor = {vibration:.5f}")
print(f"friction gamma = {gamma:.1f} 1/ps: factor {friction:.4f}, "
      f"simulated {friction_sim:.4f}")
print(f"first-order energy loss per cage round trip = {loss:.3f} eV "
      f"= {loss/kT:.1f} kT")
print(f"hindered rotation, {E_turn:.1f} eV to turn: factor {rotation:.4f}")
print(f"ring barrier spread {spread:.2f} eV: mean-rate factor {disorder:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
T = 1273.15 K, kT = 0.10971 eV, mass = 32.0 u
barrier E_b = 1.00 eV, half cage distance a = 0.25 nm
K_cage = 20, K_ring = 200 eV/nm^2
x_ring = 0.08 nm, ring width w = 0.04 nm
x_A = -0.10 nm, x_B = 0.20 nm, b = 0.05 nm
mean forward velocity <v theta(v)> = 0.2295 nm/ps
reactant integral Q_R = 2.5900e-03 nm^3
K at saddle = 47.07 eV/nm^2
K at best plane = 137.43 eV/nm^2
V0 at best plane = 0.9526 eV
first variation: numeric -2.72127e-04, formula -2.72127e-04 1/(ps nm)
best plane at x = 0.0387 nm
curved surface: c = 0.0286 nm, d = 0.0196 nm
TST rate, saddle plane   = 1.4276e+08 1/s
TST rate, best plane     = 7.5316e+07 1/s
TST rate, curved surface = 7.1661e+07 1/s
true rate via saddle plane = 6.6511e+07 +- 4.1e+05 1/s
  true/TST: by 1/n+ 0.4659, by net count 0.4659
  excess shares: AA 0.5341, BB 0.0000, BA 0.0000, AB repeats 0.0000
true rate via best plane = 6.6668e+07 +- 1.4e+05 1/s
  true/TST: by 1/n+ 0.8852, by net count 0.8853
  excess shares: AA 0.0500, BB 0.0630, BA 0.0008, AB repeats 0.0009
true rate via curved surface = 6.6404e+07 +- 1.1e+05 1/s
  true/TST: by 1/n+ 0.9266, by net count 0.9266
  excess shares: AA 0.0358, BB 0.0368, BA 0.0004, AB repeats 0.0003
direct launches from A: 150000, reaching B: 2057
true rate, direct = 6.7397e+07 +- 1.5e+06 1/s
trajectories per surface = 30000, time step = 2.0 fs
TST/true: saddle 2.150, plane 1.134, curved 1.079
disc of radius 0.02 nm: rate 1.6690e+07 1/s
T = 1073.15 K: best plane 0.0349 nm, saddle/best rate 1.762
T = 1273.15 K: best plane 0.0387 nm, saddle/best rate 1.895
T = 1473.15 K: best plane 0.0419 nm, saddle/best rate 2.020
free-energy barrier frequency = 18.12 rad/ps
Wigner tunnelling factor = 1.00049
quantum vibration factor = 0.99952
friction gamma = 5.0 1/ps: factor 0.8715, simulated 0.8721
first-order energy loss per cage round trip = 1.920 eV = 17.5 kT
hindered rotation, 1.0 eV to turn: factor 0.0586
ring barrier spread 0.10 eV: mean-rate factor 1.515
ALL CHECKS PASSED
```
